# Bending of a Bonded Bilayer: Timoshenko's Curvature and Stoney's Limit, part 2

A film bonded to a substrate bends the sheet when the two layers, if cut free, would have different in-plane strains. Stoney's formula treats the film as vanishingly thin; the results below include the response of both layers.

The film (subscript $f$) and substrate ($s$) have thicknesses $h_f$, $h_s$, with $H=h_f+h_s$ and $m=h_f/h_s$. Both are isotropic and linearly elastic, with Young's modulus $E$, Poisson ratio $\nu$ and biaxial modulus $M=E/(1-\nu)$; $n=M_f/M_s$. The height $z$ is measured from the interface into the film. The curvature $\kappa$ is positive when the sheet is concave on the film side, and is taken to be the same along ($\kappa_x$) and across ($\kappa_y$) the sheet. Stress $\sigma$ is positive in tension.

The mismatch $\Delta$ (`eps` in the list of computed values) is the free strain of the substrate minus that of the film. The film carries a force $F$ per unit width, the substrate $-F$. With $D_i=M_ih_i^3/12$, where $i$ is $f$ or $s$, the balance of moments and the bond give

$$\frac{FH}{2}=(D_f+D_s)\kappa,\qquad
\frac{F}{M_fh_f}+\frac{F}{M_sh_s}+\frac{\kappa H}{2}=\Delta, \tag{12}$$

and hence three equivalent forms of the curvature:

$$\kappa=\frac{\Delta}{\dfrac H2+\dfrac{2(D_f+D_s)}{H}\left(\dfrac1{M_fh_f}+\dfrac1{M_sh_s}\right)}. \tag{9}$$

$$\kappa=\frac{6\Delta M_fM_sh_fh_sH}
{M_f^2h_f^4+M_s^2h_s^4+2M_fM_sh_fh_s(2h_f^2+3h_fh_s+2h_s^2)}. \tag{10}$$

$$\kappa=\frac{6\Delta(1+m)^2}
{H\left[3(1+m)^2+(1+mn)\left(m^2+\dfrac1{mn}\right)\right]}. \tag{11}$$

For equal moduli,

$$\kappa=\frac{6\Delta h_fh_s}{H^3}. \tag{5}$$

For two identical layers of thickness $h$,

$$\kappa=\frac{3\Delta}{4h}=\frac{3\Delta}{2H}\qquad(H=2h). \tag{4}$$

In that case the stress at the top of the film is $-M\Delta/4$, a compression. Formula (9) was checked against direct energy minimization for 200 random bilayers.

The example is a silica strip 1 µm thick carrying 0.5 µm of aluminium, flat at first and then cooled by 50 K. Its length is $L$.

### Stoney's formula and its first correction

Divide numerator and denominator of (10) by $M_s^2h_s^4$:

$$\kappa=\frac{6\Delta}{h_s}\,
\frac{nm(1+m)}{1+4nm+6nm^2+4nm^3+n^2m^4}. \tag{13}$$

Let $m\to0$ at fixed $n$. The last fraction tends to $nm$, and

$$\kappa\to\kappa_{\rm St}=\frac{6nm\Delta}{h_s}
=\frac{6\sigma_\Delta h_f}{M_sh_s^2},\qquad
\sigma_\Delta=M_f\Delta. \tag{14}$$

This is Stoney's formula. The stress $\sigma_\Delta$ is what the film would carry if the substrate neither shortened nor bent. Written with $\sigma_\Delta$, the formula does not need the film modulus, which is its practical merit for thin films.

The ratio of the full result to the limit is

$$\frac{\kappa}{\kappa_{\rm St}}
=\frac{1+m}{1+4nm+6nm^2+4nm^3+n^2m^4}
=1+(1-4n)m+O(m^2), \tag{15}$$

since the denominator is $1+4nm$ to first order and its inverse is $1-4nm$.

Each part of the correction can be traced. The $+m$ is a lever arm: the film force acts at the film's mid-plane, so the couple has arm $(h_s+h_f)/2$ instead of $h_s/2$. The $-4nm$ is relief of the film. To leading order $F=M_fh_f\Delta$, which shortens the substrate by $F/(M_sh_s)=nm\Delta$. Bending shortens its upper face by a further $\kappa_{\rm St}h_s/2=3nm\Delta$. The film is therefore stretched by $4nm\Delta$ less than the full mismatch.

A small thickness ratio is not sufficient for Stoney's formula. If the film is so stiff that $nm$ stays at a finite value $q$ while $m\to0$, the terms $nm^2=qm$, $nm^3=qm^2$ and $n^2m^4=q^2m^2$ vanish, but (15) tends to $1/(1+4q)$. The formula is safe when both $m$ and $nm$ are small. For a soft film the terms of opposite sign in (15) can also cancel at larger $m$: with $m=1$ and $n=0.07$ the ratio is $2/1.985=1.008$. Such agreement is accidental and holds only near particular pairs of $m$ and $n$.

For the modulus ratio of aluminium on silica used below, $n=1.277$, the numbers are:

| $m$ | $\kappa/\kappa_{\rm St}$ | $1+(1-4n)m$ |
|---|---|---|
| 0.001 | 0.9959 | 0.9959 |
| 0.01 | 0.960 | 0.959 |
| 0.1 | 0.691 | 0.589 |
| 0.5 | 0.242 | −1.054 |

The first correction is good at one percent thickness, poor at ten percent, and at $m=0.5$ has the wrong sign. It is a way to judge when Stoney's formula suffices, not a replacement for (11). At this $n$, Stoney's curvature is 1 % above the full one at $m=0.00243$. On a substrate 500 µm thick that is a film of $0.00243\times500\approx1.2$ µm.

### Which film stress?

Stoney's formula can also be used in reverse, to turn a curvature into a stress. Then it matters which stress is meant. The actual mean film stress in the bent state is $\bar\sigma=F/h_f$, and the first relation in (12) gives

$$\kappa=\frac{\bar\sigma h_fH}{2(D_f+D_s)}
=\frac{6\bar\sigma h_f(h_s+h_f)}{M_sh_s^3+M_fh_f^3}. \tag{16}$$

This is Stoney's expression, with $\bar\sigma$ as the stress, multiplied by the factor

$$\frac{1+m}{1+nm^3}=1+m+O(m^2).$$

The relief term $-4nm$ has gone, because $\bar\sigma$ is already the relieved stress. To first order the correction no longer depends on the moduli. A film stress quoted from a curvature should therefore say whether it is the mismatch stress $\sigma_\Delta$ or the remaining mean stress $\bar\sigma$. For very thin films the two coincide.

### The stress through the thickness

Each layer has its mean stress plus a linear part with slope $-M_i\kappa$ about its own mid-plane:

$$\sigma_f(z)=\frac{F}{h_f}-M_f\kappa\left(z-\frac{h_f}{2}\right),\qquad
\sigma_s(z)=-\frac{F}{h_s}-M_s\kappa\left(z+\frac{h_s}{2}\right). \tag{17}$$

For $\Delta>0$, the top of the film is in compression when $F/h_f<M_f\kappa h_f/2$. Insert $F=2(D_f+D_s)\kappa/H$, cancel $\kappa$, and multiply by $6Hh_f$:

$$M_fh_f^3+M_sh_s^3<3M_fh_f^2(h_f+h_s).$$

Division by $M_sh_s^3$ gives $1+nm^3<3nm^2+3nm^3$, or

$$3nm^2+2nm^3>1. \tag{18}$$

Equal layers have $3+2=5$ on the left, consistent with the compressed top found in the first half. In the thin-film limit the left side vanishes and the film is in tension throughout.

### The largest curvature for a given total thickness

Hold $H$, $\Delta$ and $n$ fixed and vary $m$. In (11) the second part of the bracket is

$$(1+mn)\left(m^2+\frac1{mn}\right)=1+m^2+\frac1{mn}+nm^3 .$$

The last two terms are positive and their product is $m^2$. A sum of two positive numbers is at least twice the square root of their product, so they add to at least $2m$. The whole expression is then at least $(1+m)^2$, and

$$\kappa\le\frac{6\Delta}{4H}=\frac{3\Delta}{2H}\qquad(\Delta>0). \tag{19}$$

Equality requires $1/(mn)=nm^3$, that is $nm^2=1$ or $M_fh_f^2=M_sh_s^2$. The stiffer layer should be the thinner one. Equal layers meet this condition, which is why (4) already had the value $3\Delta/(2H)$.

The same argument applies when the thicknesses are fixed and $n$ varies. The curvature is stationary with respect to the modulus ratio at $nm^2=1$, so near that point errors in the moduli have little effect. In the thin-film limit, by contrast, $\kappa$ at given $\Delta$ is proportional to $n$.

### An aluminium–silica thermal actuator

The strip from the opening is 20 µm wide and 200 µm long. Rough typical constants are a Young's modulus of 70 GPa for both materials, Poisson ratios 0.35 (aluminium) and 0.17 (silica), and thermal expansion $23\times10^{-6}$ and $0.5\times10^{-6}$ K$^{-1}$. The biaxial moduli are

$$M_f=\frac{70}{0.65}=107.7\ \text{GPa},\qquad M_s=\frac{70}{0.83}=84.3\ \text{GPa},$$

so $n=1.277$, with $m=0.5$. Cooling by 50 K gives free strains equal to expansion coefficient times $-50$ K, and

$$\Delta=(0.5-23)\times10^{-6}\times(-50)=1.125\times10^{-3}.$$

With lengths in µm and moduli in MPa, $D_f=1122$ and $D_s=7028$ MPa µm³. The second term in the denominator of (9) is

$$\frac{2\times8150}{1.5}\left(\frac1{107690\times0.5}+\frac1{84340\times1}\right)=0.331\ \text{µm}.$$

Hence

$$\kappa=\frac{1.125\times10^{-3}}{0.750+0.331}=1.041\times10^{-3}\ \text{µm}^{-1}=1041\ \text{m}^{-1}.$$

For small slopes, with the strip held level at one end, the tip moves by $\kappa L^2/2=1.041\times10^{-3}\times200^2/2=20.8$ µm. At the same total thickness the largest curvature would be $1.125\times10^{-3}$ µm$^{-1}$, reached with 0.704 µm of aluminium. The chosen strip has 93 % of it.

The force is $F=2\times8150\times1.041\times10^{-3}/1.5=11.3$ N/m. The mean film stress is $11.3/0.5=22.6$ MPa, far below the mismatch stress $\sigma_\Delta=121$ MPa. The bending part at the film faces is $M_f\kappa h_f/2=28.0$ MPa. The film stress thus runs from $+50.7$ MPa at the interface to $-5.4$ MPa at the top, and passes through zero at $z=0.45$ µm. Condition (18) agrees, with a left side of 1.28. In the silica the stress is $-55.2$ MPa at the interface and $+32.6$ MPa at the bottom.

Stoney's formula with $\sigma_\Delta$ gives 4.14 times the full curvature. With the actual mean stress it gives 0.773 times the full curvature, 23 % too low. The two errors have opposite signs because the first ignores the relief of the film and the second ignores mainly the longer lever arm.

### What the model leaves out

**Stretching by double curvature.** A fibre at distance $y$ from the strip's centre line is raised by $\kappa_yy^2/2$. Longitudinal bending then adds a strain $-\kappa_x\kappa_yy^2/2$, which varies across the width and cannot be removed by a uniform change of length. This strain scales as $\kappa^2w^2$ for width $w$, and its energy per area as $MH\kappa^4w^4$. A change $\delta\kappa$ costs bending energy of order $MH^3(\delta\kappa)^2$. Minimizing their sum gives a relative change of order $\kappa^2w^4/H^2$, with a numerical factor left open. The formula therefore needs $\kappa w^2/H$ to be small.

An energy calculation with separate strains in the two directions, and a uniform transverse curvature as trial shape, gives a change of $-0.1$ % for 20 µm width and $-1.5$ % for 40 µm, close to the expected factor of 16. With a width of 0.001 µm, chosen to switch this stretching off, both curvatures agreed with (9) to within one part in a million. That tests the use of $M$ for layers with different Poisson ratios.

**The clamp.** A clamp prevents transverse bending. In a uniform sheet with natural curvature $\kappa$, zero longitudinal moment means $(\kappa_x-\kappa)+\nu(\kappa_y-\kappa)=0$; setting $\kappa_y=0$ gives $\kappa_x=(1+\nu)\kappa$. For this bilayer the calculated factor is 1.26 when the transverse contraction is left free (1.32 if it is blocked as well). If it applies over one width next to the clamp, the extra slope $0.26\kappa w$ acts over nearly the whole length. Relative to $\kappa L^2/2$ the tip moves further by $2\times0.26\times20/200\approx5$ %. This estimate is too high, because the transverse curvature recovers gradually from the clamp onwards, and at a distance of half a width about half of it is back on the centre line, and about 70 % on average over the width. Linear plate theory gives about 2 % for this strip, whether or not the clamp also holds the transverse contraction.

**Smaller changes.** For a circular arc the tip deflection is $(1-\cos\kappa L)/\kappa$ instead of $\kappa L^2/2$, which is 0.4 % less. If transverse stress were absent, $E$ would replace $M$. The moduli would then be equal, and (5) would give a curvature 4 % lower. A film modulus 20 % lower reduces the curvature by 3.6 %. If the expansion of aluminium varies by roughly $0.02\times10^{-6}$ K$^{-1}$ per kelvin, its average over 50 K differs from its end value by $0.5\times10^{-6}$ K$^{-1}$, which is 2.2 % of the mismatch.

**Growth stress.** The model assumes that the strip starts flat. Deposited layers can carry growth stress, and the strip is then curved before it is cooled. A rough compression of 100 MPa in the oxide, present while it is held flat, adds a mismatch of $100/84340=1.19\times10^{-3}$. By itself this gives a curvature of $1.10\times10^{-3}$ µm$^{-1}$, as large as the thermal one and in the same sense. In the linear model the two add, so the total curvature doubles while the change of curvature caused by cooling stays the same. The tip movement is slightly smaller on the already curved strip: the circular-arc formula gives 20.3 µm instead of 20.75 µm.

The stresses add as well. Away from the free edges and the clamp, cooling alone brings the film to about half of a rough yield stress of 100 MPa. With the growth stress included, the interface value becomes $50.7\times(1+1.10/1.04)\approx104$ MPa, and the elastic assumption is then at its limit. The calculated 21 µm is thus the elastic tip movement due to cooling, for the stated thicknesses and a rigid support. It is uncertain by several percent from the suppressed transverse bending at the clamp and from the material constants, and it does not give the position of a released beam whose growth stress is unknown.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
film, substrate thickness: 0.50, 1.00 um
strip width, length: 20, 200 um
Young moduli film, substrate: 70, 70 GPa
Poisson ratios film, substrate: 0.35, 0.17
expansion film, substrate: 23.0, 0.5 1e-6/K
temperature change: -50 K
RESULTS
biaxial moduli film, substrate: 107.69, 84.34 GPa
ratios m, n: 0.500, 1.2769 (no unit)
mismatch strain: 1.1250e-03 (no unit)
mismatch stress Mf*eps: 121.15 MPa
bending stiffness Df, Ds: 1121.8, 7028.1 MPa um^3
film force per width F: 11.312 MPa um (= N/m)
curvature: 1.0410e-03 1/um = 1041.0 1/m
radius of curvature: 960.6 um
tip deflection, parabola: 20.82 um
Stoney curvature: 4.3096e-03 1/um
Stoney / bilayer curvature: 4.140
same ratio using actual mean film stress: 0.773
film stress mean: 22.62 MPa
film stress top, interface: -5.40, 50.65 MPa
substrate stress mean: -11.31 MPa
substrate interface, bottom: -55.21, 32.59 MPa
height of zero film stress: 0.452 um
best film thickness at same total: 0.704 um
largest curvature at same total: 1.1250e-03 1/um
THIN-FILM LIMIT: m, bilayer/Stoney, 1+(1-4n)m (no unit)
  0.001  0.99591  0.99589
  0.010  0.96021  0.95892
  0.100  0.69067  0.58923
  0.500  0.24156  -1.05385
m where Stoney is 1 % too high: 0.00243 (no unit)
NEGLECTED EFFECTS
double-curvature stretch, width 20 um: -0.095 %
double-curvature stretch, width 40 um: -1.465 %
curvature ratio, no transverse bending: 1.258
clamp effect on tip, estimate: 5.2 %
tip deflection, circular arc: 20.75 um
curvature change, no transverse stress: -3.94 %
curvature change, film modulus -20 %: -3.57 %
rough expansion slope of film: 0.020 1e-6/K^2
mismatch change from that slope: 2.2 %
rough oxide growth compression: 100 MPa
curvature from growth stress alone: 1.0972e-03 1/um
rough film yield stress: 100 MPa
peak film stress / yield: 0.51
largest formula error, 200 bilayers: 3.5e-13
```
